One Site Impurity in a Chain: T Matrix and Bound State

**The problem**

An electron moves on an infinite chain with one orbital |n> per site, spacing a, and hopping between nearest neighbours. The site energy is the zero of energy. The clean Hamiltonian is

H0 = −t Σ_n ( |n><n+1| + |n+1><n| ), t > 0.

A plane wave with phase k per site has energy −2t cos k, so the band runs from −2t to 2t. Now the energy of site 0 alone is changed by a real, nonzero amount V:

H = H0 + U, U = V |0><0|.

The hoppings are unchanged, and there is no interaction between electrons. Three questions are asked.

(a) The Born series describes repeated scattering from the impurity. What is its sum, and where does it converge?

(b) Does the impurity bind a state outside the band, and at what energy?

(c) What fraction of that state sits on the impurity site?

The numerical case is t = 1 eV, V = −1.5 eV and a = 3 Å. These are round model parameters, not those of a material. The algebra is in atomic units. Since each formula below is homogeneous in energy, values in eV may be inserted directly.

**A first estimate by scaling**

The only energies in the problem are t and V, so a bound-state energy must be t times a function of V/t. Its form can be estimated at both ends.

One sign of V is enough. Let S multiply the amplitude on site n by (−1)^n. Each hopping joins an even site to an odd one, so S H0 S = −H0, while S U S = U. Hence

S (H0 + U) S = −(H0 − U).

Changing the sign of V therefore reverses all energies and leaves the site weights alone. Take V < 0, for which a bound state should lie below the band.

*Weak impurity, |V| ≪ t.* The state should be spread over many sites and built from waves near the band bottom, where −2t cos k ≈ −2t + t k². For a smooth envelope φ(n), the term t k² becomes the kinetic energy t ∫ (dφ/dn)² dn. Try an exponential envelope with a decay length of ℓ sites:

φ² = (1/ℓ) exp(−2|n|/ℓ).

It is normalized, because the integral of exp(−2|n|/ℓ) over all n is ℓ. Since (dφ/dn)² = φ²/ℓ², the kinetic energy is t/ℓ². The weight at n = 0 is 1/ℓ, so the potential energy is −|V|/ℓ. The total is

E(ℓ) ≈ −2t + t/ℓ² − |V|/ℓ.

Setting the derivative −2t/ℓ³ + |V|/ℓ² to zero gives ℓ = 2t/|V|. Inserting this length,

E ≈ −2t + V²/(4t) − V²/(2t) = −2t − V²/(4t), weight ≈ 1/ℓ = |V|/(2t).

At small |V| the potential gain, of order 1/ℓ, beats the kinetic cost, of order 1/ℓ², once ℓ is large enough. The estimate thus predicts binding however weak the impurity is.

*Strong impurity, |V| ≫ t.* The state is nearly the orbital |0>, with energy V. Each of the two neighbours is coupled to it by −t and lies at an energy distance V. Second-order perturbation theory gives

E ≈ V + 2t²/V, weight ≈ 1 − 2t²/V².

*The given case.* Here |V|/t = 1.5, which is in neither limit. The weak formula gives a distance from the band edge of 1.5²/4 ≈ 0.56 eV, so E ≈ −2.56 eV, with weight 0.75. The strong formula gives E ≈ −1.5 − 2/1.5 ≈ −2.83 eV, with weight 1 − 2/2.25 ≈ 0.11. The energies differ moderately, but the weights disagree completely. The exact solution has to decide.

**Exact solution: the clean propagator**

For z off the band, define g(z) = (z − H0)⁻¹ and g_n = <n|g|0>. Taking the element <n|...|0> of (z − H0) g = 1 gives

z g_n + t (g_{n+1} + g_{n−1}) = δ_{n0}.

The plus sign arises because H0 itself carries −t. Away from n = 0 the right side vanishes, and a power x^n is a solution if

x + 1/x = −z/t.

The two roots have product 1. If both had modulus 1, then x = e^{ik} and z = −2t cos k, which lies in the band. Off the band, therefore, one root lies inside the unit circle and the other outside. Let x be the root with |x| < 1. On the right of the source the general solution is A x^n + B x^(−n). Since g|0> is a normalizable vector, B = 0. The same argument holds on the left, so

g_n = g0 x^|n|.

The equation at n = 0 fixes the amplitude: z g0 + 2t x g0 = 1. Inserting z = −t(x + 1/x) gives z + 2tx = t(x − 1/x), and hence

1/g0 = t (x − 1/x).

To eliminate x, take the square:

1/g0² = t² (x + 1/x)² − 4t² = z² − 4t².

The sign of the root must be traced. For real E > 2t the sum x + 1/x is negative, so −1 < x < 0 and x − 1/x is positive. For E < −2t one has 0 < x < 1, and x − 1/x is negative. Outside the band, therefore,

g0(E) = sign(E) / √(E² − 4t²).

For complex z the matching form is

1/g0(z) = √(z − 2t) √(z + 2t),

with principal roots. This product has the correct square and the correct sign for E > 2t. It is also continuous everywhere off the band, because below −2t both roots change sign together across the real axis. As 1/g0 does not vanish off the band, the sign cannot switch.

**Exact solution: the Born series and its sum**

Let G(z) = (z − H0 − U)⁻¹. Then (z − H0) G = 1 + U G, and multiplication by g from the left gives

G = g + g U G.

Repeated insertion of the right side into itself produces

G = g + g U g + g U g U g + ... = g + g 𝒯 g,

𝒯 = U + U g U + U g U g U + ...

Each U projects onto site 0. The second term is

U g U = V |0><0| g |0> V <0| = V (V g0) |0><0|,

and each further order adds another factor V g0. This factor stands for one return to the impurity followed by one more scattering. Thus 𝒯 = T |0><0|, where T is a number. The sum of the first M terms is geometric:

S_M = V [1 + V g0 + ... + (V g0)^(M−1)] = V [1 − (V g0)^M] / (1 − V g0).

If |V g0| < 1, the power in the bracket tends to zero as M grows, and

T = V / (1 − V g0).

If |V g0| ≥ 1, the terms do not tend to zero and the series diverges. Since |g0|² = 1/|z² − 4t²|, the condition for convergence is

|z² − 4t²| > V².

The closed form does not share this restriction. Take T = V/(1 − V g0) at any z off the band where the denominator is nonzero, and define G = g + g 𝒯 g with 𝒯 = T|0><0|. Then

(z − H0 − U) G = 1 + 𝒯 g − U g − U g 𝒯 g = 1 + (T − V − V g0 T) |0><0| g.

The bracket vanishes, because T(1 − V g0) = V. The product in the other order works in the same way, so this G is the inverse of z − H, whether or not the series converges. Its site-0 element is

G_00 = g0 + g0² V/(1 − V g0) = g0 / (1 − V g0).

**Exact solution: the bound state**

The inverse of z − H has just been constructed for all z off the band except where 1 − V g0 = 0. An eigenvalue outside the band must therefore satisfy V g0(E) = 1, or

sign(E) √(E² − 4t²) = V.

The root is positive, so sign(E) = sign(V). Squaring gives E² = V² + 4t². There is one solution:

E_b = sign(V) √(V² + 4t²).

It exists for either sign of V and any nonzero strength. The reason is that |g0| grows without limit towards the band edge, so it reaches 1/|V| however small |V| is. Where |g0| stays below some maximum outside a band, as it may for another lattice, the same condition V g0 = 1 cannot be met for too small a |V|.

No second bound state hides inside the band. There the solutions on either side of the impurity are combinations of e^{ikn} and e^{−ikn}, or at the edges (±1)^n (A + B n), and none of these is normalizable unless it vanishes. If the amplitude vanishes on all sites n ≥ 1, the equation at n = 1 forces ψ_0 = 0 too.

On the real axis outside the band, the convergence condition reads E² > V² + 4t², that is |E| > |E_b|. The series thus fails for 2t < |E| ≤ |E_b|, on both sides of the band, although the pole lies on one side only; on the other side V g0 is negative and the terms alternate in sign. Just above the real axis inside the band, the condition becomes 4t² − E² > V², which holds around the band centre when |V| < 2t. No partial sum S_M has a pole at E_b: there V g0 = 1, each term equals V, and S_M = M V is finite. The pole belongs to the sum.

**Exact solution: the weight**

In terms of the eigenstates of H, G_00 is a sum of |<0|ψ>|²/(z − E) over the states, with an integral over the band. The residue at E_b is therefore the weight w = |ψ_0|² on the impurity site. Near the pole,

1 − V g0(E) ≈ −V g0′(E_b) (E − E_b),

and g0(E_b) = 1/V, so

w = g0 / (−V g0′) = −1 / (V² g0′).

Differentiating sign(E) (E² − 4t²)^(−1/2) gives

g0′ = −sign(E) E (E² − 4t²)^(−3/2) = −|E_b| / |V|³ at E = E_b,

because E_b² − 4t² = V². The result is

w = |V| / |E_b| = |V| / √(V² + 4t²).

The wave function gives an independent check. From G = g + g 𝒯 g,

G_n0 = g_n (1 + T g0) = g_n / (1 − V g0) = x^|n| G_00,

so the residues give ψ_n = ψ_0 x^|n|. At the pole 1/g0 = V, which means t(x − 1/x) = V, while t(x + 1/x) = −E_b. Adding the two equations,

x = (V − E_b)/(2t) = −sign(V) (|E_b| − |V|)/(2t).

An attractive impurity has x > 0 and a state without sign changes. A repulsive one has x < 0, and the amplitude alternates from site to site, as waves at the top of the band do. Summing the geometric series on both sides, normalization requires

1 = w [1 + 2x²/(1 − x²)] = w (1 + x²)/(1 − x²).

Dividing numerator and denominator by x,

w = (1/x − x)/(1/x + x) = (−V/t)/(−E_b/t) = V/E_b = |V|/|E_b|,

in agreement with the residue. The amplitude falls as exp(−|n|a/L), with decay length L = a/ln(1/|x|).

The rest of the impurity-site weight, 1 − w, lies in the band. For z = E + i0 with |E| < 2t, the first root in 1/g0 becomes i√(2t − E), so 1/g0 = i s with s = √(4t² − E²). Then

G_00 = 1/(1/g0 − V) = 1/(i s − V),

and the local density of states is

ρ(E) = −Im G_00/π = (1/π) s/(s² + V²).

For V = 0 this is 1/(π s), which diverges at the band edges. With the impurity it vanishes there.

**The numerical case**

For V = −1.5 eV the bound state lies at

E_b = −√(2.25 + 4) = −2.5 eV (−0.0919 hartree),

which is 0.5 eV below the band. The weight on the impurity site is w = 1.5/2.5 = 0.6. The decay factor is x = (−1.5 + 2.5)/2 = 0.5, so each nearest neighbour carries 0.6 × 0.25 = 0.15. The decay length is L = 3/ln 2 ≈ 4.33 Å (8.18 bohr).

The remaining weight of site 0, 0.4, is in the band. At the band centre s = 2 eV, and ρ = (1/π) × 2/6.25 ≈ 0.102 per eV, against 1/(2π) ≈ 0.159 per eV for a clean site.

The Born series can be followed at two energies on either side of E_b:

- At E = −3 eV, g0 = −1/√5 ≈ −0.447 per eV and V g0 ≈ 0.671. The sums of 1, 2, 5, 10 and 20 terms are −1.50, −2.51, −3.94, −4.47 and −4.56 eV. The closed form gives T = −1.5/(1 − 0.671) ≈ −4.56 eV.
- At E = −2.2 eV, g0 = −1/√0.84 ≈ −1.091 per eV and V g0 ≈ 1.637. The sums of 1, 2, 5 and 10 terms are −1.50, −3.95, −25.3 and −323 eV. The closed form gives T = −1.5/(1 − 1.6366) ≈ +2.36 eV.

From the formula for S_M, the error of M terms relative to T has size |V g0|^M. At −3 eV this is about 2% after ten terms. At −2.2 eV each term is negative while T is positive, so no partial sum has even the correct sign. T changes sign through its pole at E_b.

The repulsive impurity V = +1.5 eV gives E_b = +2.5 eV with the same weight 0.6 and x = −0.5, as the sign-reversal argument requires.

**Comparison of the estimate with the solution**

For |V| < 2t the square root can be expanded in V/(2t):

|E_b| = 2t √(1 + V²/4t²) = 2t + V²/(4t) − V⁴/(64t³) + ...

The leading distance from the band edge and the leading weight |V|/(2t) are those of the exponential envelope, coefficients included. The envelope had the right shape, since the lattice solution x^|n| is an exponential too. Its length follows from 1/|x| − |x| = |V|/t. With |x| = exp(−1/ℓ) this becomes

2 sinh(1/ℓ) = |V|/t,

which reduces to ℓ = 2t/|V| when ℓ is large. The estimate erred in replacing the lattice by a continuum.

The error has a definite sign. Since

(2t + V²/4t)² = V² + 4t² + V⁴/(16t²) > E_b²,

the weak formula places the state too far from the band for every nonzero V. At V = −0.3 eV the distance is 0.02237 eV and the estimate 0.02250 eV, too large by 0.6% of the exact distance. The weight is 0.148, against an estimate of 0.15. At V = −1.5 eV the estimate of 0.56 eV exceeds the exact 0.5 eV by about 12%, and the weight of 0.75 exceeds 0.6 by 25%. The estimated decay length, 2t/|V| ≈ 1.33 sites or 4.0 Å, is about 8% shorter than 4.33 Å.

For |V| > 2t the expansion runs in 2t/|V| instead:

|E_b| = |V| + 2t²/|V| + ..., w = 1 − 2t²/V² + ...

These are the second-order results of the strong-impurity estimate. Convergence alone does not make them accurate: at |V| = 2.1t the second-order weight is 0.55, against the exact 0.72. At |V| = 1.5t the expansion does not converge at all, and its second-order weight of 0.11 is far from the exact 0.6. Its energy, −2.83 eV, misses E_b by 0.33 eV, or two thirds of the distance from the band edge.

The two expansions meet at |V| = 2t, where the weight is 1/√2. Since V² = (|E_b| − 2t)(|E_b| + 2t), the weak estimate V²/(4t) is (|E_b| + 2t)/(4t) times the exact distance from the band edge, so below this strength it is too large by less than 21% of that distance, while its weight |V|/(2t) does worse and reaches 1 at |V| = 2t; well above it, the state is essentially the impurity orbital with a small admixture of its neighbours.

The numerical check compares these formulas with momentum sums and with the inversion and diagonalization of a 401-site chain. A finite chain can stand in for the infinite one here because the bound state, and the propagator x^|n| at the energies used, decay long before they reach the ends. For z very close to the band, |x| approaches 1 and the inversion of the finite chain no longer reproduces G. For an impurity so weak that L becomes comparable to the chain length, the formulas for E_b and w would no longer apply to it.

Table of computed values

```
hopping t = 1.000 eV, impurity V = -1.500 eV
lattice spacing a = 3.000 angstrom
band edges = -2.000 and 2.000 eV
bound energy, formula = -2.500000 eV
bound energy, 401-site chain = -2.500000 eV
bound energy = -0.091873 hartree
distance from band edge = 0.500000 eV
impurity-site weight, formula = 0.600000
impurity-site weight, chain = 0.600000
weight on each nearest neighbour, formula = 0.150000
weight on each nearest neighbour, chain = 0.150000
decay factor x per site = 0.500000
amplitude decay length = 4.3281 angstrom
amplitude decay length = 8.1789 bohr
band part of impurity-site weight = 0.400000
band-centre DOS, clean site = 0.1592 1/eV
band-centre DOS, impurity site = 0.1019 1/eV
E = -3.000 eV: g0 = -0.447214 1/eV, V g0 = 0.670820
  Born sum, 1 terms = -1.5000 eV
  Born sum, 2 terms = -2.5062 eV
  Born sum, 3 terms = -3.1812 eV
  Born sum, 5 terms = -3.9378 eV
  Born sum, 10 terms = -4.4727 eV
  Born sum, 20 terms = -4.5552 eV
  closed form T = -4.5568 eV
E = -2.200 eV: g0 = -1.091089 1/eV, V g0 = 1.636634
  Born sum, 1 terms = -1.5000 eV
  Born sum, 2 terms = -3.9550 eV
  Born sum, 3 terms = -7.9728 eV
  Born sum, 5 terms = -25.3107 eV
  Born sum, 10 terms = -322.5197 eV
  Born sum, 20 terms = -44793.0656 eV
  closed form T = 2.3561 eV
repulsive V = 1.500 eV: E_b = 2.500000 eV
  chain: E_b = 2.500000 eV
  weight = 0.600000, x = -0.500000
weak V = -0.300 eV: E_b = -2.022375 eV
  distance from edge = 0.022375 eV
  estimate V^2/(4t) = 0.022500 eV
  impurity-site weight = 0.148340
```
